\section*{Why charge transfer pins molecular levels near the Fermi energy}

\section*{Question}

A molecule sits between two identical metal electrodes at zero bias. Its highest occupied level lies at a fixed depth below the vacuum level, so replacing the electrodes by a metal with a work function larger by 0.5~eV should bring this level 0.5~eV closer to the Fermi energy. A self-consistent calculation can give a far smaller shift once the level is near the Fermi energy. What holds the level back, and how much of the change in work function does it still follow?

\section*{The mechanism}

Take the Fermi energy as the zero of energy and let $x$ be the energy of the level. Measured from the vacuum level, the Fermi energy is at $-\Phi$, where $\Phi$ is the work function, and the level of the neutral molecule is at $-I$. Without charge transfer the level therefore lies at
\begin{equation}
x_0=(-I)-(-\Phi)=\Phi-I ,
\label{eq:bare}
\end{equation}
and follows the work function with slope one. Any interface dipole present before charge transfer is assumed independent of $\Phi$ and is absorbed in $I$.

Contact with the metal broadens the level. As it rises towards the Fermi energy, a growing part of its spectral weight becomes empty and the molecule turns positive. Positive charge lowers the energy of an electron on the molecule, which pulls the level down again. This is negative feedback: the rise of the level produces the charge that opposes the rise. Its strength depends on how much charge leaves for a given rise, and on how much potential that charge produces.

\section*{From charge to potential}

Consider a uniform layer with area $A$ per molecule, treated as a charged plane at distances $d_L$ and $d_R$ from the two metal surfaces. The medium has relative permittivity $\kappa$, which describes all screening except that by the frontier level itself. If each molecule carries $n$ extra electrons, the charge per area is $-en/A$. Let $\varphi$ be the potential of the plane relative to the electrodes. The fields pointing away from the plane are $\varphi/d_L$ and $\varphi/d_R$, and Gauss's law gives
\begin{equation}
\kappa\varepsilon_0\left(\frac{\varphi}{d_L}+\frac{\varphi}{d_R}\right)=-\frac{en}{A}
\quad\Rightarrow\quad
\varphi=-\frac{en}{C},\qquad
C=\kappa\varepsilon_0A\left(\frac1{d_L}+\frac1{d_R}\right).
\label{eq:cap}
\end{equation}
The energy of an electron in this potential is $-e\varphi=Un$, with
\begin{equation}
U=\frac{e^2}{C}.
\end{equation}
The two sides add as parallel capacitors because both electrodes are at the same potential.

This $U$ describes the mean potential of the layer and acts equally on both spins. The actual shape of the charge is left out: localizing it within the plane raises the potential on the molecule, while a finite thickness, and the fact that an electron does not repel itself, lower it, so the correction can have either sign. Correlation within one molecule, and with it Coulomb blockade and local magnetic moments, is outside the model too.

\section*{From level position to charge}

Let the coupling to the metals give the level a full width $\Gamma$ that does not depend on energy, as for a wide, featureless band. The retarded Green function is then $1/(E-x+i\Gamma/2)$, and $-1/\pi$ times its imaginary part is the spectral function per spin,
\begin{equation}
a(E-x)=\frac{1}{\pi}\,\frac{\Gamma/2}{(E-x)^2+\Gamma^2/4}.
\end{equation}
At zero temperature both spins are filled up to $E=0$:
\begin{equation}
N(x)=2\int_{-\infty}^{0}a(E-x)\,dE
=\frac2\pi\left[\arctan\frac{2(E-x)}{\Gamma}\right]_{-\infty}^{0}
=2\left[\frac12-\frac1\pi\arctan\frac{2x}{\Gamma}\right].
\label{eq:N}
\end{equation}
Define the charge response $D=-dN/dx$. Differentiation gives
\begin{equation}
D(x)=\frac2\pi\,\frac{2/\Gamma}{1+4x^2/\Gamma^2}
=\frac{\Gamma/\pi}{x^2+\Gamma^2/4}=2a(-x).
\label{eq:D}
\end{equation}
The last form is the density of states of the level at the Fermi energy, both spins included.

At finite temperature, with Fermi function $f$, the derivative acts on $a(E-x)$. Since $\partial a/\partial x=-\partial a/\partial E$, integration by parts gives
\begin{equation}
D=2\int\frac{\partial a(E-x)}{\partial E}f(E)\,dE
=2\int a(E-x)\left(-\frac{df}{dE}\right)dE ,
\end{equation}
a thermal average of the same density of states. This step needs $a$ to depend on $E-x$ alone. In a metal with a structured band that fails, and the response $-dN/dx$ has to be used in place of the density of states.

\section*{The slope}

The neutral molecule has $N=2$ in this level, so $n=N-2$ and
\begin{equation}
x=\Phi-I+U\,[N(x)-2].
\label{eq:sc}
\end{equation}
There is one solution for each $\Phi$: the function $x-U[N(x)-2]$ has derivative $1+UD>0$ and runs from $-\infty$ to $\infty$, so it takes the value $\Phi-I$ once. A small change of $\Phi$ at fixed $I$, $U$ and $\Gamma$ gives
\begin{equation}
dx=d\Phi+U\frac{dN}{dx}\,dx=d\Phi-UD\,dx ,
\end{equation}
and collecting the terms in $dx$ yields
\begin{equation}
S\equiv\frac{dx}{d\Phi}=\frac{1}{1+UD}=\frac{1}{1+e^2D/C}=\frac{C}{C+e^2D}.
\label{eq:S}
\end{equation}
The level follows the fraction $S$ of the change, and the charge-transfer potential takes up the rest, $1-S=UD/(1+UD)$. The quantity $e^2D$ is a capacitance, the quantum capacitance of the level. Pinning means that it is much larger than $C$.

For an empty level that fills at low work function, $N-2$ in Eq.~(\ref{eq:sc}) becomes $N$ and $I$ becomes the depth of the empty level. These constants drop out on differentiation, so Eq.~(\ref{eq:S}) is unchanged.

Because $D$ depends on $x$, $S$ is a local slope. For a finite step from $x_a$ to $x_b$, let $\bar D$ be the average of $D$ over this interval. Then $N_b-N_a=-\bar D\,(x_b-x_a)$, and subtracting Eq.~(\ref{eq:sc}) at the two ends gives
\begin{equation}
\frac{x_b-x_a}{\Phi_b-\Phi_a}=\frac1{1+U\bar D}.
\label{eq:finite}
\end{equation}

\section*{Where the level is held}

Let $q=2-N$ be the number of holes. Equation~(\ref{eq:N}) gives $\arctan(2x/\Gamma)=-\pi/2+\pi q/2$, hence
\begin{equation}
x=-\frac\Gamma2\cot\frac{\pi q}{2},\qquad
D=\frac{4}{\pi\Gamma}\sin^2\frac{\pi q}{2}.
\label{eq:q}
\end{equation}
At a given charge the distance from the Fermi energy is proportional to $\Gamma$, and the response to $1/\Gamma$. At the same charge a narrower level is therefore pinned more firmly and closer to the Fermi energy. At the same work function a narrower level is still never farther from the Fermi energy: $x$ changes sign at $\Phi=I+U$ for every $\Gamma$, and a wider level holds more holes at a given $x<0$ and fewer at a given $x>0$, which pushes it further out. The firmer pinning carries over inside the window found below, but not far outside it: far below the Fermi energy $D$ is proportional to $\Gamma$, and a narrower level follows the work function more closely. Three cases follow.

\emph{Narrow level.} For $\Gamma\to0$ at zero temperature the level stays at $x=0$ while it is partly filled. Equation~(\ref{eq:sc}) then reads $0=\Phi-I-Uq$, so $q=(\Phi-I)/U$ grows from 0 to 2 as $\Phi$ runs from $I$ to $I+2U$. Beyond this window the level is empty, no more charge can leave, and the slope returns to one.

\emph{Half filling.} At $q=1$ the level is at the Fermi energy and $D$ has its maximum $4/(\pi\Gamma)$. The smallest slope is $1/[1+4U/(\pi\Gamma)]$, reached at $\Phi=I+U$.

\emph{Onset.} Far below the Fermi energy, $|x|\gg\Gamma$, Eq.~(\ref{eq:q}) gives to leading order $q\approx\Gamma/(\pi|x|)$ and $D\approx\Gamma/(\pi x^2)$. At $\Phi=I$ the condition $x=-Uq$ becomes $x^2\approx U\Gamma/\pi$, so that $UD\approx1$ and $S\approx1/2$. This requires $U\gg\Gamma$. Under that condition half of the response is already lost where simple vacuum alignment would first bring the level to the Fermi energy.

\section*{Numbers}

Take round model parameters: $A=1~\mathrm{nm}^2$, $d_L=d_R=0.8$~nm, $\kappa=2$, $I=5$~eV, $\Gamma=0.1$~eV and zero temperature. Electronvolts and nanometres are the natural units here. With $e/\varepsilon_0=18.095$~V\,nm,
\begin{equation}
U=\frac{18.095}{2\times1\times(1/0.8+1/0.8)}~\mathrm{eV}=3.62~\mathrm{eV}.
\end{equation}
Solving Eq.~(\ref{eq:sc}) gives:

\begin{center}
\begin{tabular}{cccccc}
$\Phi$ (eV) & $x_0$ (eV) & $x$ (eV) & $q$ & $UD$ & $S$\\
4.0 & $-1.0$ & $-1.104$ & 0.029 & 0.09 & 0.91\\
4.5 & $-0.5$ & $-0.671$ & 0.047 & 0.25 & 0.80\\
5.0 & $0.0$ & $-0.338$ & 0.093 & 0.99 & 0.50\\
5.5 & $0.5$ & $-0.168$ & 0.184 & 3.76 & 0.21\\
6.0 & $1.0$ & $-0.097$ & 0.303 & 9.68 & 0.094
\end{tabular}
\end{center}

At $\Phi=6$~eV the balance reads $1.0-3.619\times0.3031=-0.097$~eV ($-3.6$~mHartree), and the slope is $1/(1+9.68)=0.094$. About 0.3 of an electron has moved the level down by 1.1~eV. It is held about one width below the Fermi energy, not at it.

The step from 5.5 to 6.0~eV, which is the change posed in the question, raises the level by $0.168-0.097=0.071$~eV. Equation~(\ref{eq:finite}) gives the same: $\bar D=1.677~\mathrm{eV}^{-1}$ and $1/(1+3.619\times1.677)=0.141$, or 0.071~eV out of 0.5~eV. The equal step from 4.0 to 4.5~eV has a mean slope of 0.87.

The smallest slope, 0.021, would need $\Phi=8.6$~eV, well above the work functions of elemental metals. The range in the table reaches only the flank of the resonance. The fields are large even there: $\varphi/d_L$ is 1.4~V/nm at $\Phi=6$~eV, and it would be 4.5~V/nm at the smallest slope. A constant $\kappa$ and an intact molecular layer are assumptions of the model at such fields. So is the equal, spin-symmetric fractional charge on every molecule. In mean field it becomes unstable towards a local moment once the repulsion between two electrons on one molecule exceeds $2/D$, about 0.75~eV at $\Phi=6$~eV, and for a small molecule in this geometry that repulsion is of order 1~eV or more, far above $\Gamma$. The numbers near resonance, and the narrow-level limit, thus describe a spin-restricted mean-field calculation rather than a weakly coupled real layer.

Changing one parameter at $\Phi=6$~eV separates the causes. With $\Gamma=0.02$, 0.1 and 0.4~eV the level lies at $-0.021$, $-0.097$ and $-0.312$~eV, with slopes 0.023, 0.094 and 0.23, in the order expected from Eq.~(\ref{eq:q}), because the hole number $q=(\Phi-I-x)/U$ changes only from 0.28 to 0.36 while $\Gamma$ grows twentyfold. With $C$ ten times larger the slope is 0.90, but the level is then at $+0.31$~eV. The narrow-level window has shrunk to $2U=0.72$~eV and ends below $\Phi=6$~eV, so the level has crossed the Fermi energy and is nearly empty. The slope recovers both because $U$ is small and because $D$ has fallen.

An independent calculation couples the level to 400 explicit metal states, finds $N$ by diagonalization at $kT=0.025$~eV, and solves for self-consistency. At $\Phi=5$, 6 and 8~eV its slopes are 0.481, 0.087 and 0.031. Equation~(\ref{eq:S}), with the thermally averaged $D$ at the same level positions, agrees within one per cent of each slope. The remaining values are in the numerical output.

\section*{What this means for a junction calculation}

Equation~(\ref{eq:sc}) contains $\Phi$ and $I$ only as $\Phi-I$, so $dx/dI=-S$: pinning also hides errors in the level depth. Suppose the correct depth gives $x_0=-1$~eV, and an approximate functional makes $I$ too small by 1~eV, so that $x_0=0$. By the table the level moves from $-1.10$ to $-0.34$~eV, an error of 0.77~eV instead of 1~eV. The hole number rises from 0.03 to 0.09 and the slope falls from 0.91 to 0.50. Part of the error has turned into false charge transfer, and the junction looks more strongly pinned than it should.

The same feedback can destabilize the self-consistency cycle. Let each cycle replace $x$ by $x+\alpha[F(x)-x]$, where $F(x)$ is the right-hand side of Eq.~(\ref{eq:sc}) and $F'=-UD$. A small error is then multiplied by
\begin{equation}
1+\alpha(F'-1)=1-\alpha(1+UD)=1-\frac{\alpha}{S}.
\end{equation}
It shrinks for $0<\alpha<2S$. At $\Phi=6$~eV the mixing parameter $\alpha$ must stay below 0.187. At $\alpha=2.5S$ the factor is $-1.5$, and eight cycles enlarge a small error by $1.5^8\approx25.6$, as the iteration confirms.

Another weak part of the model is the Lorentzian tail. At $\Phi=4$~eV the level is eleven widths below the Fermi energy, yet 0.029 holes still shift it by 0.10~eV. For $|x|\gg\Gamma$ the hole number is the integral of $\Gamma/[\pi(E+|x|)^2]$ over $E>0$, and half of it comes from $E>|x|$, here more than 1.1~eV above the Fermi energy. A coupling that weakens at those energies would reduce this charge. The slopes far from resonance therefore depend on the assumption of a constant $\Gamma$. The relation $S=1/(1+UD)$ does not, provided that $D$ is the actual charge response $-dN/dx$ and the potential stays linear in the transferred charge.

\section*{Values computed for the example and the checks}
\begin{verbatim}
area per molecule = 1.0 nm^2, kappa = 2.0
distance to each electrode = 0.8 nm
level depth = 5.0 eV, width gamma = 0.10 eV
e/epsilon_0 = 18.095 V nm
charging energy U = e^2/C = 3.619 eV
capacitance per molecule C = 0.0443 aF
phi(eV) x0(eV)  x(eV)   holes   D(1/eV)  U*D    slope
  4.0   -1.0  -1.1043  0.0288  0.0261    0.094  0.9138
  4.5   -0.5  -0.6713  0.0473  0.0702    0.254  0.7973
  5.0    0.0  -0.3382  0.0934  0.2724    0.986  0.5036
  5.5    0.5  -0.1677  0.1845  1.0397    3.763  0.2100
  6.0    1.0  -0.0970  0.3031  2.6747    9.680  0.0936
level at phi = 6 eV: -3.56 mHartree
finite steps: phi from, to (eV), mean D (1/eV), mean slope
  4.0    4.5   0.0428  0.8659
  5.5    6.0   1.6773  0.1414
explicit metal: 400 states, half band 6.0 eV
explicit metal: kT = 0.025 eV
phi(eV)  x(eV)  slope by diagonalization  slope by formula
  5.0  -0.3334   0.4811   0.4818
  6.0  -0.1110   0.0874   0.0877
  8.0  -0.0186   0.0309   0.0311
narrow-level window 2U = 7.238 eV
window ends at phi = 12.238 eV
smallest slope = 0.0212 at phi = 8.619 eV
phi = 6 eV, C multiplied by factor: factor, x (eV), slope
    1  -0.0970  0.0936
   10   0.3127  0.8970
  100   0.9289  0.9987
phi = 6 eV, other widths: gamma (eV), x (eV), slope
 0.02  -0.0211  0.0231
 0.10  -0.0970  0.0936
 0.40  -0.3123  0.2299
largest stable mixing at phi = 6 eV: 0.1873
error growth in 8 cycles at mixing 2.5 S: 25.63
\end{verbatim}
